# Coupling-Constant Scaling of Exc and the Adiabatic-Connection Integrand: a numerical check

```python
"""
Result under test (hartree atomic units):
    Exc^lam[n] = lam^2 Exc[n_(1/lam)],   n_g(r) = g^3 n(g r),
    W_lam[n] = d Exc^lam[n] / d lam = <Vee>_lam - U[n].
Exc^lam = min<T + lam Vee> - Ts - lam U at fixed density n.
U: Hartree energy; Ts: noninteracting kinetic energy; lam: coupling.
For Exc = integral of e(n, sigma, tau), sigma = |grad n|^2:
    W_lam = lam^4 * integral of [5e - 3n e_n - 8 sigma e_sigma - 5 tau e_tau]
with arguments n/lam^3, sigma/lam^8, tau/lam^5.
Exact side: two electrons in a harmonic trap (singlet), solved numerically.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Chebyshev grid on [0, LENGTH]; it is never scaled with the density.
LENGTH, ORDER = 30.0, 120
index = np.arange(ORDER + 1)
r = 0.5 * LENGTH * (1.0 - np.cos(np.pi * index / ORDER))
c = np.ones(ORDER + 1)
c[[0, -1]] = 2.0
c = c * (-1.0) ** index
D = np.outer(c, 1.0 / c) / (r[:, None] - r[None, :] + np.eye(ORDER + 1))
D = D - np.diag(D.sum(axis=1))
cumulative = np.linalg.inv(D[1:, 1:])   # integral from 0 to each node
weight = cumulative[-1]                 # integral from 0 to LENGTH
rp = r[1:]                              # nodes with r > 0
shell = 4.0 * np.pi * rp**2


def solve_trap(lam, omega):
    """Ground state of T + lam/r12 + omega^2 (r1^2 + r2^2)/2."""
    inner = r[1:-1]
    ham = -(D @ D)[1:-1, 1:-1]
    ham = ham + np.diag(0.25 * omega**2 * inner**2 + lam / inner)
    values, vectors = np.linalg.eig(ham)
    lowest = np.argmin(values.real)
    f = np.zeros(ORDER + 1)
    f[1:-1] = vectors[:, lowest].real
    f /= np.sqrt(weight @ f[1:] ** 2)
    prob = weight * f[1:] ** 2

    def density(points):
        points = np.asarray(points)[:, None]
        x = np.maximum(2.0 * omega * points * rp, 1e-300)
        kernel = np.exp(-2.0 * omega * (points - 0.5 * rp) ** 2)
        kernel = kernel * (-np.expm1(-2.0 * x)) / (2.0 * x)
        return 2.0 * (2.0 * omega / np.pi) ** 1.5 * (kernel @ prob)

    n = np.maximum(density(r), 1e-300)
    chi = np.sqrt(n)
    dchi = D @ chi
    lap = (D @ dchi)[1:] + 2.0 * dchi[1:] / rp
    charge = cumulative @ (shell * n[1:])
    kinetic = weight @ (D @ f)[1:] ** 2 + 0.75 * omega
    vee = np.sum(prob / rp)
    ts = 0.5 * weight @ (shell * dchi[1:] ** 2)
    hartree = 0.5 * weight @ (charge / rp) ** 2
    hartree += 0.5 * charge[-1] ** 2 / LENGTH
    # Integrals of n r.grad(v) for v_s (from density inversion), trap, Hartree.
    vir_s = -weight @ (shell * 0.5 * lap
                       * (3.0 * chi[1:] + 2.0 * rp * dchi[1:]))
    vir_ext = omega**2 * (weight @ (shell * rp**2 * n[1:]))
    vir_h = -weight @ (shell * n[1:] * charge / rp)
    return dict(energy=values[lowest].real + 1.5 * omega,
                sum_energy=kinetic + lam * vee + 0.5 * vir_ext,
                electrons=charge[-1], n=n, density=density, U=hartree,
                Ts=ts, T=kinetic, Vee=vee,
                Exc=kinetic + lam * vee - ts - lam * hartree,
                W=vee - hartree, vir_xc=vir_s - vir_ext - vir_h)


def semilocal(code, n, sigma, tau, w, lam):
    """Return Exc^lam and W_lam from quantities of the unscaled density."""
    n, sigma, tau = n / lam**3, sigma / lam**8, tau / lam**5
    zero = np.zeros_like(n)
    kind = libxc.xc_type(code)
    if kind == "LDA":
        rho = n
    elif kind == "GGA":
        rho = np.array([n, np.sqrt(sigma), zero, zero])
    else:
        rho = np.array([n, np.sqrt(sigma), zero, zero, zero, tau])
    exc, v = libxc.eval_xc(code, rho, spin=0, deriv=1)[:2]
    e = n * exc
    change = 3.0 * n * v[0]
    if kind != "LDA":
        change = change + 8.0 * sigma * v[1]
    if kind == "MGGA":
        change = change + 5.0 * tau * v[3]
    return lam**5 * (w @ e), lam**4 * (w @ (5.0 * e - change))


print("All energies in hartree unless another unit is given")
omega = 0.5
print(f"Trap frequency omega = {omega:.3f} hartree; electrons = 2")

# Exact theorem: two separate solutions on the same grid.
print("Exact scaling test: Exc^lam[n] | lam^2 Exc[n_(1/lam)]")
for lam in (0.5, 1.5):
    a = solve_trap(lam, omega)
    b = solve_trap(1.0, omega / lam**2)
    points = np.linspace(0.05, 5.0, 60)
    mismatch = np.max(np.abs(b["density"](points)
                             - a["density"](points / lam) / lam**3))
    w_formula = lam * (2.0 * b["Exc"] + b["vir_xc"])
    assert mismatch < 1e-7
    assert abs(a["Exc"] - lam**2 * b["Exc"]) < 1e-6
    assert abs(a["W"] - w_formula) < 1e-5
    print(f" lam={lam:.1f}: {a['Exc']:.6f} | {lam**2 * b['Exc']:.6f}")
    print(f"   <Vee>-U = {a['W']:.6f}; derivative formula = {w_formula:.6f}")
    print(f"   trap of scaled system = {omega / lam**2:.6f} hartree")

# Worked example at full coupling.
ref = solve_trap(1.0, omega)
assert abs(ref["energy"] - 2.0) < 1e-7
assert abs(ref["sum_energy"] - ref["energy"]) < 1e-6
assert abs(ref["electrons"] - 2.0) < 1e-7
tc = ref["T"] - ref["Ts"]
w1_virial = 2.0 * ref["Exc"] + ref["vir_xc"]
assert abs(ref["W"] - w1_virial) < 1e-5
assert abs(w1_virial - (ref["Exc"] - tc)) < 1e-5
ex = -0.5 * ref["U"]
print("Worked example, numerically solved trap at lam=1")
print(f" total energy = {ref['energy']:.6f}")
print(f" T = {ref['T']:.6f}; Ts = {ref['Ts']:.6f}; Tc = {tc:.6f}")
print(f" <Vee> = {ref['Vee']:.6f}; U = {ref['U']:.6f}")
print(f" W_0 = Ex = {ex:.6f}; W_1 = {ref['W']:.6f}")
print(f" Exc = {ref['Exc']:.6f} ({ref['Exc'] * HARTREE_EV:.4f} eV)")
print(f" Ec = {ref['Exc'] - ex:.6f}")

keep = ref["n"][1:] > 1e-14
n_trap = ref["n"][1:][keep]
sigma_trap = (2.0 * np.sqrt(ref["n"]) * (D @ np.sqrt(ref["n"])))[1:][keep] ** 2
trap = (n_trap, sigma_trap, sigma_trap / (8.0 * n_trap),
        (weight * shell)[keep])
codes = {"LDA": ("LDA_X,", ",LDA_C_PW_MOD"),
         "PBE": ("GGA_X_PBE,", ",GGA_C_PBE")}
nodes, gl_weights = np.polynomial.legendre.leggauss(24)
nodes, gl_weights = 0.5 * (nodes + 1.0), 0.5 * gl_weights
couplings = (0.25, 0.5, 0.75, 1.0)
slopes = {}
print("Same density: W_lam at lam = 0, 0.25, 0.50, 0.75, 1")
for name, (x_code, c_code) in codes.items():
    e_x = semilocal(x_code, *trap, 1.0)[0]
    e_c = semilocal(c_code, *trap, 1.0)[0]
    for lam in couplings:
        assert abs(semilocal(x_code, *trap, lam)[1] - e_x) < 1e-7
    curve = [e_x] + [e_x + semilocal(c_code, *trap, q)[1] for q in couplings]
    area = sum(g * (semilocal(x_code, *trap, q)[1]
                    + semilocal(c_code, *trap, q)[1])
               for q, g in zip(nodes, gl_weights))
    assert abs(area - e_x - e_c) < 2e-5
    assert np.all(np.diff(curve) < 0.0)
    print(f" {name}: " + " ".join(f"{value:.6f}" for value in curve))
    print(f"   Ex = {e_x:.6f}; Ec = {e_c:.6f}; Exc = {e_x + e_c:.6f}")
    print(f"   area under W = {area:.6f}; Exc = "
          f"{(e_x + e_c) * HARTREE_EV:.4f} eV")
    slopes[name] = [semilocal(c_code, *trap, q)[1] / q for q in (1e-3, 1e-4)]

# Weak coupling: logarithm in LDA, finite slope in PBE.
log_law = 2.0 * 2.0 * (1.0 - np.log(2.0)) / np.pi**2 * np.log(10.0)
lda_drop = slopes["LDA"][0] - slopes["LDA"][1]
pbe_drop = slopes["PBE"][0] - slopes["PBE"][1]
assert abs(lda_drop - log_law) < 2e-3
assert abs(pbe_drop) < 0.03
print("Weak coupling: W_c/lam at lam = 0.001 and 0.0001")
for name, pair in slopes.items():
    print(f" {name}: {pair[0]:.5f} {pair[1]:.5f}")
print(f" LDA drop per decade = {lda_drop:.5f}; log law = {log_law:.5f}")

# Semilocal formula against energies of truly scaled neon orbitals.
raw_basis = gto.basis.load("def2-svp", "Ne")


def neon(gamma):
    basis = [[s[0]] + [[p[0] * gamma**2] + list(p[1:]) for p in s[1:]]
             for s in raw_basis]
    return gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)


def neon_fields(mol, dm):
    grid = dft.gen_grid.Grids(mol)
    grid.level = 5
    grid.build()
    ao = dft.numint.eval_ao(mol, grid.coords, deriv=1)
    half = ao[0] @ dm
    n = np.sum(half * ao[0], axis=1)
    sigma = sum((2.0 * np.sum(half * ao[k], axis=1)) ** 2 for k in (1, 2, 3))
    tau = 0.5 * sum(np.sum((ao[k] @ dm) * ao[k], axis=1) for k in (1, 2, 3))
    ok = n > 1e-10
    return n[ok], sigma[ok], tau[ok], grid.weights[ok]


def exact_exchange(mol, dm):
    return -0.25 * np.sum(dm * scf.hf.get_jk(mol, dm)[1])


mol0 = neon(1.0)
mean_field = scf.RHF(mol0)
mean_field.kernel()
assert mean_field.converged
dm = np.asarray(mean_field.make_rdm1())
fields = neon_fields(mol0, dm)
lam0, step = 0.7, 0.02
scaled = {q: neon_fields(neon(1.0 / q), dm)
          for q in (lam0 - step, lam0 + step)}
for item in scaled.values():
    assert abs(item[0] @ item[3] - 10.0) < 1e-4
print(f"Neon, HF/def2-SVP density, lam = {lam0:.1f}, step = {step:.2f}")
print(" W_lam: closed formula | finite difference")
for name, code in (("LDA", "LDA_X,LDA_C_PW_MOD"),
                   ("PBE", "GGA_X_PBE,GGA_C_PBE"),
                   ("TPSS", "MGGA_X_TPSS,MGGA_C_TPSS")):
    formula = semilocal(code, *fields, lam0)[1]
    low, high = [q**2 * semilocal(code, *scaled[q], 1.0)[0]
                 for q in (lam0 - step, lam0 + step)]
    difference = (high - low) / (2.0 * step)
    assert abs(formula - difference) < 1e-3
    print(f" {name}: {formula:.5f} | {difference:.5f}")
ex_plain = exact_exchange(mol0, dm)
ex_scaled = exact_exchange(neon(1.0 / lam0), dm)
assert abs(lam0 * ex_scaled - ex_plain) < 1e-7
print(f" exact exchange: Ex[n] = {ex_plain:.6f}; "
      f"Ex[n_(1/lam)] = {ex_scaled:.6f}")
print("checks complete")
```

Printed output:

```
All energies in hartree unless another unit is given
Trap frequency omega = 0.500 hartree; electrons = 2
Exact scaling test: Exc^lam[n] | lam^2 Exc[n_(1/lam)]
 lam=0.5: -0.279824 | -0.279824
   <Vee>-U = -0.578580; derivative formula = -0.578580
   trap of scaled system = 2.000000 hartree
 lam=1.5: -0.820552 | -0.820552
   <Vee>-U = -0.581284; derivative formula = -0.581284
   trap of scaled system = 0.222222 hartree
Worked example, numerically solved trap at lam=1
 total energy = 2.000000
 T = 0.664418; Ts = 0.635246; Tc = 0.029172
 <Vee> = 0.447443; U = 1.030250
 W_0 = Ex = -0.515125; W_1 = -0.582807
 Exc = -0.553635 (-15.0652 eV)
 Ec = -0.038510
Same density: W_lam at lam = 0, 0.25, 0.50, 0.75, 1
 LDA: -0.440992 -0.502775 -0.533937 -0.556397 -0.574002
   Ex = -0.440992; Ec = -0.086188; Exc = -0.527180
   area under W = -0.527180; Exc = -14.3453 eV
 PBE: -0.493132 -0.525460 -0.547986 -0.565608 -0.580043
   Ex = -0.493132; Ec = -0.051367; Exc = -0.544499
   area under W = -0.544499; Exc = -14.8166 eV
Weak coupling: W_c/lam at lam = 0.001 and 0.0001
 LDA: -0.88534 -1.17109
 PBE: -0.17180 -0.17213
 LDA drop per decade = 0.28575; log law = 0.28636
Neon, HF/def2-SVP density, lam = 0.7, step = 0.02
 W_lam: closed formula | finite difference
 LDA: -12.01957 | -12.01953
 PBE: -12.55268 | -12.55267
 TPSS: -12.66915 | -12.66914
 exact exchange: Ex[n] = -12.105472; Ex[n_(1/lam)] = -17.293532
checks complete
```
